# Scale length of a symmetric double-gate channel and its monolayer limit

## What dimensions and symmetry fix

In subthreshold, the potential that source and drain add to a gated channel obeys Laplace's equation. That equation contains no length, so the decay length $\lambda$ of the disturbance must come from the geometry. Let the channel thickness be $t_s$, the thickness of each oxide $t_{ox}$, and the relative permittivities $\epsilon_s$ and $\epsilon_{ox}$. Multiplying both permittivities by the same factor leaves the equation unchanged, so only their ratio $r=\epsilon_s/\epsilon_{ox}$ can matter:

$$\lambda=t_{ox}\,F\!\left(\frac{t_s}{t_{ox}},\,r\right).$$

If the channel shrinks to nothing at fixed $r$, the one remaining length is $t_{ox}$, and $\lambda=C\,t_{ox}$ with $C$ a pure number. Dimensions alone do not exclude $C=0$. The remaining structure does: it is a uniform dielectric of width $2t_{ox}$ between two gates. The slowest disturbance that vanishes on both gates is $\cos(\pi y/2t_{ox})\,e^{-\pi x/2t_{ox}}$, so $C=2/\pi$. The derivation below gives $F$ at any thickness and shows how this limit is approached.

## Model and conventions

Let $x$ run from source to drain and $y$ across the stack. The channel occupies $|y|<a$ with $a=t_s/2$, and the gates lie at $|y|=a+t_{ox}$. Both gates have the same potential and span the whole channel length $L$. Interfaces are sharp and carry no charge that varies with $x$. Mobile charge is neglected until its effect is estimated near the end.

Far from the contacts the potential depends on $y$ alone. This long-channel part contains the gate potential and any fixed charge uniform in $x$. Subtracting it leaves a disturbance $v(x,y)$, counted here as the lowering of electron energy in eV, with

$$\nabla\cdot(\epsilon\nabla v)=0,\qquad v=0\ \text{on both gates}.$$

## Matching the modes

Set $v=e^{\pm kx}f(y)$ with $k=1/\lambda$. Then

$$-(\epsilon f')'=k^2\epsilon f .$$

Multiply by $f$ and integrate between the gates. The boundary term vanishes because $f=0$ there, so $k^2=\int\epsilon f'^2dy\,/\int\epsilon f^2dy>0$. Every mode therefore decays or grows as a real exponential.

Inside each layer $f''=-k^2f$. The even solution that vanishes on the gates is

$$f=\cos ky\ \ (|y|<a),\qquad f=A\sin[k(a+t_{ox}-|y|)]\ \ (|y|>a).$$

At $y=a$ the potential and the normal displacement are continuous. The two slopes are $-k\sin ka$ and $-Ak\cos kt_{ox}$. Cancelling the common factor $-k$ gives

$$\cos ka=A\sin kt_{ox},\qquad \epsilon_s\sin ka=\epsilon_{ox}A\cos kt_{ox}.$$

Multiply the second condition by $\sin kt_{ox}$ and replace $A\sin kt_{ox}$ by $\cos ka$:

$$\epsilon_s\sin ka\,\sin kt_{ox}=\epsilon_{ox}\cos ka\,\cos kt_{ox}.$$

Division by the cosines gives the scale-length equation

$$\boxed{\tan\frac{t_s}{2\lambda}\,\tan\frac{t_{ox}}{\lambda}=\frac{\epsilon_{ox}}{\epsilon_s}}$$

The scale length is its largest solution, since that mode reaches furthest.

**Bracketing the root.** Let $k_m=\min(\pi/2a,\ \pi/2t_{ox})$. Between $0$ and $k_m$ both tangents are positive and increasing, and their product rises from zero to infinity. There is exactly one root in this interval. For numerical work the form without poles is safer: left side minus right side equals $-\epsilon_{ox}$ at $k=0$ and is positive at $k_m$, so bisection cannot fail. The bracket also gives a strict bound,

$$\lambda>\max\!\left(\frac{2t_{ox}}{\pi},\ \frac{t_s}{\pi}\right).$$

In this model no thinning of the channel can bring $\lambda$ below $2t_{ox}/\pi$.

**Odd modes.** With $f=\sin ky$ in the channel and $B\sin[k(a+t_{ox}-y)]$ in the upper oxide, matching gives $\sin ka=B\sin kt_{ox}$ and $\epsilon_s\cos ka=-\epsilon_{ox}B\cos kt_{ox}$. Eliminating $B$,

$$\epsilon_s\cos ka\,\sin kt_{ox}+\epsilon_{ox}\sin ka\,\cos kt_{ox}=0 .$$

For $0<k<k_m$ both terms are positive, so no odd root lies there. Odd modes decay faster than the lowest even one, and contacts symmetric in $y$ do not excite them.

## The monolayer limit and the approach to it

Write the equation as $\cot kt_{ox}=r\tan ka$ and set $\delta=\pi/2-kt_{ox}$, so that $\tan\delta=r\tan ka$. With $z=ka$ small and $rz$ small, use $\tan z=z+z^3/3+\dots$ and $\arctan w=w-w^3/3+\dots$:

$$\delta=rz+\frac{rz^3}{3}-\frac{r^3z^3}{3}+\dots=rz-\frac{r(r^2-1)}{3}z^3+\dots$$

Insert $\delta=\pi/2-kt_{ox}$, divide by $k$ and solve for $\lambda=1/k$:

$$\lambda=\frac{2}{\pi}\left[t_{ox}+ra-\frac{r(r^2-1)}{3}k^2a^3+\dots\right].$$

In the last term the leading value $k=\pi/2t_{ox}$ suffices, which gives

$$\lambda=\frac2\pi\left[t_{ox}+\frac{\epsilon_s t_s}{2\epsilon_{ox}}-\frac{r(r^2-1)\pi^2a^3}{12\,t_{ox}^2}+\dots\right]\ \longrightarrow\ \frac{2t_{ox}}{\pi}.$$

There is no quadratic term, so the linear formula is accurate when $t_s\ll t_{ox}$ and $\epsilon_st_s\ll\epsilon_{ox}t_{ox}$. A thin channel alone is not enough: for $t_s=0.65$ nm and $\epsilon_s=15$ with a 1 nm oxide of $\epsilon_{ox}=3.9$, the formula is 12% too high. The limit is reached when $t_s/t_{ox}$ and $\epsilon_st_s/(\epsilon_{ox}t_{ox})$ both tend to zero. It contains the physical oxide thickness and not the capacitance-equivalent one: at fixed $t_{ox}$, a higher $\epsilon_{ox}$ reduces the correction but not the limit.

Two other cases are useful for checking an implementation. For $r=1$ the equation reads $\tan ka\,\tan kt_{ox}=1$, so $k(a+t_{ox})=\pi/2$ and $\lambda=(t_s+2t_{ox})/\pi$. For a thick channel, the equation is unchanged when $a$ and $t_{ox}$ are exchanged, so the same expansion gives $\lambda\approx(t_s+2rt_{ox})/\pi$ when $t_{ox}\ll a$ and $rt_{ox}\ll a$.

**Fixed sheet polarizability.** A monolayer may instead be described as a sheet of zero thickness with finite $\epsilon_st_s$. Then $\epsilon_s\tan ka\to k\epsilon_st_s/2$, and the equation becomes

$$kp\,\tan kt_{ox}=1,\qquad p=\frac{\epsilon_st_s}{2\epsilon_{ox}} .$$

Its solution lies above $2t_{ox}/\pi$ and tends to it when $p\ll t_{ox}$.

## Why the square-root formula gives zero

If both arguments are small, each tangent equals its argument and $k^2at_{ox}=1/r$, so

$$\lambda_1=\sqrt{\frac{\epsilon_s t_s t_{ox}}{2\epsilon_{ox}}} .$$

This vanishes with $t_s$, but its conditions fail first. They are $a/\lambda_1=\sqrt{a/(rt_{ox})}\ll1$ and $t_{ox}/\lambda_1=\sqrt{t_{ox}/(ra)}\ll1$, so $r$ must greatly exceed both $a/t_{ox}$ and $t_{ox}/a$. At fixed $r$, the second ratio diverges as the channel thins.

The missing physics is the lateral field in the oxide. Remove it by setting the oxide's permittivity along $x$ to zero. Then $f''=0$ in the oxide, and $f$ falls linearly from $\cos ka$ to zero over $t_{ox}$. Continuity of displacement gives $\epsilon_sk\sin ka=\epsilon_{ox}\cos ka/t_{ox}$, or $k\tan ka=1/(rt_{ox})$. For small $ka$ this is $\lambda_1$ again. With the lateral field present, the oxide carries the disturbance sideways even when there is no channel.

## Anisotropic channel

Layered materials have different permittivities along the layer, $\epsilon_\parallel$, and across it, $\epsilon_\perp$. In the channel $f''=-(\epsilon_\parallel/\epsilon_\perp)k^2f$, so $f=\cos(gky)$ with $g=\sqrt{\epsilon_\parallel/\epsilon_\perp}$. The displacement condition contains $\epsilon_\perp g=\sqrt{\epsilon_\parallel\epsilon_\perp}$, and the matching gives

$$\sqrt{\epsilon_\parallel\epsilon_\perp}\,\tan\!\left(\frac{g\,t_s}{2\lambda}\right)\tan\frac{t_{ox}}{\lambda}=\epsilon_{ox}.$$

For small $gka$ the first two factors combine to $\epsilon_\parallel ka$. To first order in thickness, the permittivity to insert for $\epsilon_s$ is therefore the in-plane one.

## From scale length to barrier height

**Amplitude.** Take two modes $m$ and $n$, multiply each equation by the other function, subtract and integrate. The boundary terms vanish, leaving $(k_m^2-k_n^2)\int\epsilon f_mf_n\,dy=0$. Modes are thus orthogonal with weight $\epsilon(y)$. Suppose that the potential at each contact edge is constant across the channel and falls linearly to zero across the oxide. For unit height, the lowest-mode amplitude is $c=N/D$, with integrals over half the stack. Using $z$ for the distance from the gate,

$$N=\frac{\epsilon_s\sin ka}{k}+\frac{\epsilon_{ox}A}{t_{ox}}\int_0^{t_{ox}}\!z\sin kz\,dz
=\frac{\epsilon_s\sin ka}{k}-\frac{\epsilon_{ox}A\cos kt_{ox}}{k}+\frac{\epsilon_{ox}A\sin kt_{ox}}{k^2t_{ox}} .$$

The first two terms cancel by the displacement condition, and $A\sin kt_{ox}=\cos ka$ in the third, so $N=\epsilon_{ox}\cos ka/(k^2t_{ox})$. The norm is

$$D=\frac{\epsilon_sa+\epsilon_{ox}A^2t_{ox}}{2}+\frac{\epsilon_s\sin ka\cos ka-\epsilon_{ox}A^2\sin kt_{ox}\cos kt_{ox}}{2k}.$$

The product of the two matching conditions makes the last numerator zero. Hence

$$c=\frac{2\epsilon_{ox}\cos ka}{k^2t_{ox}\,(\epsilon_sa+\epsilon_{ox}t_{ox}A^2)},\qquad A=\frac{\cos ka}{\sin kt_{ox}},$$

which tends to $8/\pi^2$ in the monolayer limit.

**Barrier.** Let $\Phi$ be the long-channel barrier above the source band edge and $V_D$ the drain voltage. The end amplitudes are $W_s=c\Phi$ and $W_d=c(\Phi+eV_D)$. With $s=L/\lambda$, the lowest mode lowers the mid-channel barrier by

$$v(x,0)=\frac{W_s\sinh[(L-x)/\lambda]+W_d\sinh(x/\lambda)}{\sinh s}=Pe^{x/\lambda}+Qe^{-x/\lambda},$$

$$P=\frac{W_d-W_se^{-s}}{2\sinh s},\qquad Q=\frac{W_se^{s}-W_d}{2\sinh s}.$$

The barrier top is where $v$ is smallest. Setting the derivative to zero gives $e^{2x/\lambda}=Q/P$ and $v=2\sqrt{PQ}$, so the lowering is

$$\Delta=\frac{\sqrt{2W_sW_d\cosh s-W_s^2-W_d^2}}{\sinh s}.$$

The top lies inside the channel if $W_d<W_s\cosh s$ and $W_s<W_d\cosh s$. For large $s$, $\Delta\approx2\sqrt{W_sW_d}\,e^{-L/2\lambda}$, so an error in $\lambda$ enters exponentially.

## Worked example

The parameters are rough typical values for a monolayer transition-metal dichalcogenide transistor with high-permittivity oxides: $t_s=0.65$ nm, $t_{ox}=5$ nm, $\epsilon_s=15$, $\epsilon_{ox}=16$, $L=20$ nm, $T=300$ K and $\Phi=0.40$ eV.

The linear formula gives

$$\lambda\approx\frac2\pi\left(5+\frac{15\times0.65}{2\times16}\right)\text{nm}=3.377\ \text{nm},$$

and the full equation agrees to the digits shown. As a check, the tangents are $0.0965$ and $11.05$, with product $1.067=16/15$. The monolayer limit is $3.183$ nm, so the real thickness adds 6%. A sheet of zero thickness with the same $\epsilon_st_s$ also gives $3.377$ nm. The square-root formula gives $1.234$ nm; there $t_{ox}/\lambda_1\approx4$, far outside its range.

A channel of $0.05$ nm is thinner than an atom and serves only as a formal test of the limit. With both oxides and permittivities held fixed, it gives $\lambda=3.198$ nm, while $\lambda_1$ falls to $0.342$ nm. A numerical cross-section solution with the oxide's lateral permittivity set to zero gives $0.343$ nm for this channel, which confirms the origin of the false zero.

For the amplitude, $A^2=0.999$ and $k^2t_{ox}=0.438$ nm$^{-1}$, so

$$c=\frac{2\times16\times0.995}{0.438\,(4.875+79.9)}\approx0.857 .$$

At $V_D=0.60$ V, $W_s=0.343$ eV and $W_d=0.857$ eV. With $s=5.92$, $\cosh s\approx\sinh s\approx187$, and

$$\Delta\approx\frac{\sqrt{2(0.343)(0.857)(187)-0.85}}{187}\ \text{eV}\approx0.056\ \text{eV}.$$

At $V_D=0.05$ V the same formula gives $0.038$ eV.

A two-dimensional finite-volume solution of Laplace's equation with the same edge potentials, which assumes no exponential decay, tests these results. Its decay length along the channel centre is $3.377$ nm and its amplitude $0.857$. Its barrier tops, $0.3625$ and $0.3441$ eV, agree with the one-mode values within $0.0001$ eV. Halving the grid steps moves the high-drain top by about $10^{-5}$ eV. The drain-induced lowering is

$$\frac{0.3625-0.3441}{0.60-0.05}\approx33\ \text{mV/V}.$$

This is the shift of the barrier top at fixed gate potential. The top follows $\Phi$ with a slope of only about $0.9$, so the gate shift that restores the barrier, the counterpart of a measured threshold shift, is about 37 mV/V. Using $\lambda_1$ with unit amplitude would predict $0.23$ mV/V, too small by a factor of more than 100.

## Neglected effects and real devices

**Mobile charge.** For nondegenerate carriers of sheet density $n$, a potential rise $\psi$ adds the charge $-e^2n\psi/k_BT$ per area. Apply Gauss's law to a thin channel. The two faces contribute $2\epsilon_{ox}k\cot kt_{ox}$, and the lateral displacement contributes $-\epsilon_st_sk^2$:

$$2\epsilon_{ox}k\cot kt_{ox}=\epsilon_st_sk^2-q,\qquad q=\frac{e^2n}{\epsilon_0k_BT}.$$

Since $k\cot kt_{ox}$ decreases with $k$ below $\pi/t_{ox}$, a larger $q$ raises $k$ and shortens $\lambda$. In the example a 10% reduction needs $n\approx2.6\times10^{11}$ cm$^{-2}$. With the source Fermi level at its band edge, mass $0.5\,m_e$ and two valleys, the density at the barrier top is at most about $2\times10^7$ cm$^{-2}$ at high drain voltage, so Laplace's equation is adequate there. It fails near the contacts: the density exceeds the 10% value within about 0.7 nm of the source and 0.3 nm of the drain. The resulting change of the barrier is not computed here.

**Transport and oxide limits.** One-dimensional scattering through the computed high-drain barrier gives a thermal current 1.04 times the classical over-barrier value, with about 14% of it carried below the top. This small net change includes both tunnelling and reflection. The lowest mode alone gives an oxide field at the drain of $2.5$ MV/cm, against an assumed rough breakdown field of $5$ MV/cm; higher modes raise it locally. With all modes of the assumed edge potential, the oxide field reaches about $4.3$ MV/cm at $0.1$ nm from the drain and passes $5$ MV/cm at about $0.035$ nm, growing without bound towards the ideal sharp corner of the channel. Such local values depend on the assumed edge and on the neglected charge, so this comparison does not establish a safe margin against breakdown. For an assumed oxide barrier falling from $1.5$ to $0.5$ eV, with mass $0.2\,m_e$, the semiclassical gate-tunnelling probability is about $10^{-10}$.

**Comparison with real structures.** Lowering $\epsilon_\perp$ from 15 to 6 at fixed $\epsilon_\parallel=15$ changes $\lambda$ by less than 0.1%. A vacuum gap of $0.30$ nm on each side, representing a van der Waals interface, raises it to $3.42$ nm, or by 1.2%. This small figure belongs to the 5 nm oxide: the same gap raises $\lambda$ by 15% at $t_{ox}=2$ nm and by 66% at $t_{ox}=1$ nm. The idealized contact edge is a less certain assumption. A different edge shape leaves $\lambda$ unchanged but alters $c$, and $\Delta$ is proportional to $c$. In the example $c$ is $0.66$ if the edge potential in the oxide varies as the square of the distance from the gate, and $1.27$ if it stays constant up to the gate. The drain-induced lowering then ranges from roughly 26 to 50 mV/V, so the value of 33 mV/V belongs to the assumed linear edge. Unequal oxides, or gates that do not cover the full channel, break the symmetry or the boundary conditions and need a new matching calculation. For a device that meets the stated conditions, with $t_s\ll t_{ox}$ and $\epsilon_st_s\ll\epsilon_{ox}t_{ox}$, further thinning of the channel shortens $\lambda$ only slightly, although the barrier responds more strongly (in the example, the formal thinning to $0.05$ nm lowers $\lambda$ by 5% and the drain-induced lowering from 33 to 27 mV/V); reducing the physical oxide thickness shortens $\lambda$ at a rate close to $2/\pi$, as far as breakdown and gate leakage allow and as long as no low-permittivity interface gap takes over (with the $0.30$ nm gap, the rate between $t_{ox}=2$ and $1$ nm is only about half of $2/\pi$). The remaining values are in the numerical output.

## Computed results

```
channel thickness = 0.65 nm; each oxide = 5.0 nm
relative permittivity: channel 15, oxide 16
channel length = 20 nm; temperature = 300 K
kT = 0.02585 eV; long-channel barrier = 0.40 eV
drain voltages = 0.05 and 0.60 V
scale length, transcendental equation = 3.3771 nm
scale length, 2D Laplace decay = 3.3767 nm
monolayer limit 2 t_ox/pi = 3.1831 nm
first-order thin-channel value = 3.3771 nm
square-root formula = 1.2343 nm
arguments: t_s/(2 lam) = 0.09624, t_ox/lam = 1.48054 rad
tangents: 0.09653 and 11.0497
eps_ox/eps_s = 1.06667
second even length = 1.1259 nm; first odd = 1.7017 nm
thickness (nm): scale length (nm), square-root formula (nm)
  5.00: 4.6916, 3.4233
  2.00: 3.7816, 2.1651
  0.65: 3.3771, 1.2343
  0.20: 3.2428, 0.6847
  0.05: 3.1980, 0.3423
0.05 nm channel, oxide lateral field removed: 0.3426 nm
zero thickness, fixed sheet polarizability: 3.3765 nm
lowest-mode amplitude: formula 0.8569, 2D 0.8571
thin-limit amplitude 8/pi^2 = 0.8106
length/scale length = 5.922
lowering, one mode: 0.03754 and 0.05589 eV
barrier top, 2D: 0.36245 and 0.34408 eV
grid-refinement shift of barrier top = 9.8e-06 eV
drain-induced lowering, 2D = 33.39 mV/V
same, square-root length and unit amplitude = 0.229 mV/V
vertical channel permittivity 6: 3.3780 nm
vacuum gap 0.30 nm on each side: 3.4185 nm
effective mass = 0.5 m_e; valleys = 2
density that shortens scale length 10% = 2.63e+11 cm^-2
density at barrier top, high drain = 1.79e+07 cm^-2
carrier-rich ends: source 0.72, drain 0.26 nm
quantum/classical thermal current = 1.040
share of current below barrier top = 0.135
lowest-mode oxide field at drain = 2.54 MV/cm
rough oxide breakdown field, input = 5 MV/cm
oxide barrier, input = 1.5 eV; mass = 0.2 m_e
log10 gate tunnelling probability at drain = -9.8
```
